# Gauge-invariant kinetic energy density and exchange-hole curvature in current-carrying states, part 2

For real orbitals, a positive $\tau-|\nabla n|^2/(8n)$ signals that other electrons of the same spin are near. The signal fails when orbitals carry a current. A lone electron in a $2p$ orbital with $m=+1$, at distance $\rho$ from the $z$ axis, gives the false value $n/(2\rho^2)$. Moreover, $\tau$ depends on the gauge. Subtracting $j_p^2/(2n)$ cures both faults.

We use Hartree atomic units and a Slater determinant whose orbitals each have a definite spin. Until both spins are needed, sums run over the occupied orthonormal orbitals $\phi_i$ of one spin, which may be complex:

$$n=\sum_i|\phi_i|^2,\qquad
\tau=\frac12\sum_i|\nabla\phi_i|^2,\qquad
\mathbf j_p=\operatorname{Im}\sum_i\phi_i^*\nabla\phi_i .$$

Here $\mathbf j_p$ is the paramagnetic current density, a flow of particles, with $j_p^2=\mathbf j_p\cdot\mathbf j_p$ and velocity field $\mathbf u=\mathbf j_p/n$. The combination $K=\tau-j_p^2/(2n)$ is unchanged by $\phi_i\to e^{i\Lambda}\phi_i$ with a common real function $\Lambda(\mathbf r)$, under which

$$\mathbf j_p\to\mathbf j_p+n\nabla\Lambda,\qquad
\tau\to\tau+\mathbf j_p\cdot\nabla\Lambda+\tfrac n2|\nabla\Lambda|^2 .$$

The density of ordered pairs of electrons of this spin is

$$n_2(\mathbf r,\mathbf r')=\frac12\sum_{ij}\left|\phi_i(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_i(\mathbf r')\right|^2. \tag{6}$$

It equals $n(\mathbf r)n(\mathbf r')-|\gamma|^2$ with $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$. The exchange hole $h(\mathbf r,\mathbf r')=-|\gamma|^2/n(\mathbf r)$ integrates to $-1$ over $\mathbf r'$.

Put $\mathbf r'=\mathbf r+\mathbf s$. A bar denotes the average over directions of $\mathbf s$ at fixed length $s$, so that $\overline{s_as_b}=\delta_{ab}s^2/3$. For a function $f$ that is smooth around $\mathbf r$,

$$\bar f(s)=f(\mathbf r)+\frac12\sum_{ab}\frac{s^2\delta_{ab}}{3}\,\partial_a\partial_bf+O(s^4)
=f(\mathbf r)+\frac{s^2}{6}\nabla^2f+O(s^4). \tag{8}$$

For smooth orbitals the averaged hole is

$$\bar h(s)=-n-\frac{s^2}{6}\left[\nabla^2n-4K+\frac{|\nabla n|^2}{2n}\right]+O(s^4). \tag{10}$$

### The density of a second electron with the same spin

Given an electron at $\mathbf r$, the density of others with its spin is $P(\mathbf r,\mathbf r')=n(\mathbf r')+h(\mathbf r,\mathbf r')$. By (8), the spherical average of $n(\mathbf r')$ is $n+(s^2/6)\nabla^2n+O(s^4)$. Adding (10) cancels $n$ and $\nabla^2n$:

$$\bar P(s)=\frac{s^2}{6}\left[4K-\frac{|\nabla n|^2}{2n}\right]+O(s^4)=\frac23D\,s^2+O(s^4), \tag{11}$$

$$D=\tau-\frac{j_p^2}{2n}-\frac{|\nabla n|^2}{8n}. \tag{12}$$

The absence of a constant term is the Pauli principle: two electrons of equal spin are not found at the same place. The coefficient $D$ tells how quickly the probability recovers with distance. In terms of $D$, equation (10) reads

$$\bar h(s)=-\left(n+Qs^2\right)+O(s^4),\qquad Q=\frac{\nabla^2n-4D}{6}. \tag{13}$$

### Why $D$ cannot be negative

The pair density (6) gives a second route to $D$, which also shows its sign. For small $\mathbf s$,

$$\phi_i(\mathbf r)\phi_j(\mathbf r+\mathbf s)-\phi_j(\mathbf r)\phi_i(\mathbf r+\mathbf s)
=\mathbf s\cdot\mathbf w_{ij}+O(s^2),\qquad
\mathbf w_{ij}=\phi_i\nabla\phi_j-\phi_j\nabla\phi_i .$$

Square this, average with $\overline{s_as_b}=\delta_{ab}s^2/3$, and divide by $n$. The leading term of $\bar P$ is $s^2/(6n)\sum_{ij}|\mathbf w_{ij}|^2$. Comparison with (11) gives

$$D=\frac1{4n}\sum_{ij}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2\ge0. \tag{14}$$

Direct expansion confirms it. The two squared terms sum to $2n\sum_i|\nabla\phi_i|^2=4n\tau$. The cross terms sum to $-2|\sum_i\phi_i^*\nabla\phi_i|^2=-2(\tfrac14|\nabla n|^2+j_p^2)$. Division by $4n$ reproduces (12).

For a single occupied orbital there is one term, $i=j$, and it vanishes. Hence $D=0$ whether or not the orbital carries a current. If the current term is left out, what remains is $j_p^2/(2n)$. For the $m=+1$ orbital of the opening, $j_p=n/\rho$, and the remainder is $n/(2\rho^2)$, the false signal found there.

### Two spins

Now label the channels by $\sigma=\uparrow,\downarrow$ and let symbols without a label stand for spin sums: $n=n_\uparrow+n_\downarrow$, and likewise for $\tau$ and $\mathbf j_p$. A common phase acts on both spins, so $\tau-j_p^2/(2n)$ built from the sums is gauge invariant by the same algebra. It is not in general the sum of the two channel values. With $\mathbf j_{p\sigma}=n_\sigma\mathbf u_\sigma$,

$$\sum_\sigma\frac{j_{p\sigma}^2}{2n_\sigma}-\frac{j_p^2}{2n}
=\frac{(n_\uparrow+n_\downarrow)(n_\uparrow u_\uparrow^2+n_\downarrow u_\downarrow^2)-|n_\uparrow\mathbf u_\uparrow+n_\downarrow\mathbf u_\downarrow|^2}{2n} .$$

In the numerator $n_\uparrow^2u_\uparrow^2$ and $n_\downarrow^2u_\downarrow^2$ cancel. What is left is $n_\uparrow n_\downarrow(u_\uparrow^2+u_\downarrow^2-2\mathbf u_\uparrow\cdot\mathbf u_\downarrow)$, so that

$$\tau-\frac{j_p^2}{2n}=K_\uparrow+K_\downarrow+\frac{n_\uparrow n_\downarrow}{2n}|\mathbf u_\uparrow-\mathbf u_\downarrow|^2. \tag{15}$$

The last term is the kinetic energy density of the relative motion of the two spin fluids. Exchange acts between equal spins, and its hole knows nothing of this motion. The quantities in (10) to (13) must therefore belong to one spin. If both spins occupy the same spatial orbitals, the extra term is zero and each $K_\sigma$ is half the spin-summed value.

### A functional built on the curvature

The Becke–Roussel model turns (13) into an exchange energy. It represents the averaged hole by that of a normalized exponential whose centre lies at a distance $b$ from the reference electron. At distance $d$ from its centre, the magnitude of the model hole is

$$\frac{a^3}{8\pi}e^{-ad}.$$

Two conditions fix $a$ and $b$: the value at the reference point must be $n$, and the curvature coefficient must be $Q$. Write $x=ab$. The first condition gives

$$n=\frac{a^3}{8\pi}e^{-x}=\frac{x^3e^{-x}}{8\pi b^3},\qquad
b=\frac{xe^{-x/3}}{(8\pi n)^{1/3}} .$$

For the second, the Laplacian of $e^{-ad}$ is $(a^2-2a/d)e^{-ad}$. At $d=b$,

$$Q=\frac n6\left(a^2-\frac{2a}{b}\right)=\frac{n\,x(x-2)}{6b^2} .$$

Insert $b$ and use $(8\pi)^{2/3}=4\pi^{2/3}$:

$$\frac{(x-2)e^{2x/3}}{x}=\frac{Q}{\tfrac23\pi^{2/3}n^{5/3}}. \tag{16}$$

The derivative of the left side is $\tfrac23e^{2x/3}(x^2-2x+3)/x^2$. It is positive because $x^2-2x+3=(x-1)^2+2$. The left side runs from $-\infty$ to $+\infty$ for $x>0$, so there is one solution, and it grows with $Q$.

The potential of the hole at the reference electron is

$$U=-\frac1b\left[1-e^{-x}\left(1+\frac x2\right)\right]. \tag{17}$$

To see this, let $y(d)=1-e^{-ad}(1+ad/2)$. Differentiating twice gives $y''=-\tfrac12a^3d\,e^{-ad}$, which is $-4\pi d$ times the exponential density. So $y/d$ solves Poisson's equation. It is finite at the centre and tends to $1/d$ far away, as it must for unit charge. Setting $d=b$ and reversing the sign for a hole gives (17). The energy is $E_x=\tfrac12\sum_\sigma\int n_\sigma U_\sigma\,d^3r$. The curvature coefficient $Q$ is taken from (13), with no adjustable factor.

For the hydrogen atom, $h=-|\phi(\mathbf r')|^2$ is itself an exponential centred on the nucleus, with $a=2$ and $b=r$. The model is exact there and gives $-5/16$ hartree.

### What omitting the current does

Without the current term, $D$ is replaced by $D+j_p^2/(2n)$, and (13) gives

$$Q\to Q-\frac{j_p^2}{3n} .$$

A lower $Q$ means a smaller $x$. The effect on the potential follows from (17) with $b$ inserted:

$$|U|=(8\pi n)^{1/3}g(x),\qquad
g(x)=\frac{e^{x/3}-e^{-2x/3}(1+x/2)}{x} .$$

Differentiation gives $x^2e^{2x/3}g'(x)=M(x)$ with

$$M(x)=e^x\left(\frac x3-1\right)+1+\frac{2x}3+\frac{x^2}3 .$$

Here $M(0)=M'(0)=0$, $M''(0)=\tfrac13$ and $M'''(x)=\tfrac13xe^x>0$. So $M$ is positive for $x>0$, and $|U|$ increases with $x$. Omitting the current therefore makes the hole potential $U$ shallower wherever $j_p\ne0$, and the model exchange energy higher, than in the same model with the current. Whether this moves the energy toward or away from exact exchange depends on the model's other errors.

### Boron: the orbitals

Boron has one $2p$ electron. Its spin-up channel is filled either as $1s\,2s\,2p_{+1}$, which carries a current, or as $1s\,2s\,2p_0$, which does not. The spin-down channel is $1s\,2s$ in both cases.

The orbitals come from a spherically averaged restricted Hartree–Fock calculation, with two electrons in each $s$ orbital and one third of an electron in each $2p$ component. The basis consists of uncontracted Gaussians with exponents $0.05\times2.5^k$ for $s$ $(k=0,\dots,12)$ and $0.03\times2.5^k$ for $p$ $(k=0,\dots,7)$, in atomic units. The orbitals are then frozen, so both states share the same radial functions. These are not the Hartree–Fock orbitals of the ${}^2P$ state. In the averaged scheme the $2p$ electron partly repels itself, so it is bound far too weakly: its orbital energy is $-0.036$ hartree instead of $-0.310$, and the determinant energy is $-24.503$ hartree instead of $-24.528$ in the same basis. The identities tested below hold for any orbitals, but the numbers belong to this choice. The digits shown also belong to this basis. A larger one ($s$ exponents $0.02\times2^k$, $k=0,\dots,20$; $p$ exponents $0.015\times2^k$, $k=0,\dots,12$) moves the values at the point below by up to 1.5%.

### Boron: one point

Take the current-carrying state at $\mathbf r=(0.8,0.3,0.6)$ bohr. The remaining numbers of this part are in atomic units. The spin-up orbitals give

- $n=0.04523$ and $j_p=0.01604$,
- $\tau=0.03614$,
- $|\nabla n|^2/(8n)=0.00425$ and $\nabla^2n=-0.03720$.

The current term is $0.01604^2/(2\times0.04523)=0.00284$. Hence

$$K=0.03614-0.00284=0.03330,\qquad D=0.03330-0.00425=0.02905,$$

$$Q=\frac{-0.03720-4\times0.02905}{6}=-0.02557 .$$

Now change the gauge with $\Lambda=0.7x-0.4yz+0.3x^2$. At this point $\nabla\Lambda=(1.18,-0.24,-0.12)$ and $|\nabla\Lambda|^2=1.4644$. The current is azimuthal, $\mathbf j_p=(-0.00563,0.01501,0)$, so $\mathbf j_p\cdot\nabla\Lambda=-0.01025$. The new kinetic energy density is

$$\tau'=0.03614-0.01025+\tfrac12\times0.04523\times1.4644=0.05901 .$$

It has grown by more than half. The new current has magnitude $0.04823$, and its term is $0.04823^2/(2\times0.04523)=0.02571$. The difference is again $0.05901-0.02571=0.03330$.

The conditional density can be computed from its definition by averaging $n(\mathbf r')-|\gamma|^2/n(\mathbf r)$ numerically over directions:

| $s$ (bohr) | $\bar P/s^2$ |
|---|---|
| 0.40 | 0.03415 |
| 0.20 | 0.02255 |
| 0.10 | 0.02013 |
| 0.05 | 0.01956 |
| 0.01 | 0.01938 |

The limit predicted by (11) is $\tfrac23D=0.01937$. Without the current term it would be $\tfrac23(0.02905+0.00284)=0.02126$, which is 10% above the correct limit (22% with the Hartree–Fock orbitals of the ${}^2P$ state, whose current at this point is larger). Between $s=0.10$ and $0.05$ the excess over the limit falls from $0.00076$ to $0.00019$, a factor of four, as expected from the $s^4$ term in $\bar P$.

For the $2p_{+1}$ orbital alone the omission is more serious. Here $\rho^2=0.73$, and $j_p=n_{2p}/\rho$ gives $n_{2p}=0.01604\times0.8544=0.0137$. The false remainder is $0.0137/(2\times0.73)=0.0094$, where the correct $D$ is zero.

The two spins also differ at this point. The spin-down density is $0.04523-0.01370=0.03153$, with no current, and the spin-up velocity is $0.01604/0.04523=0.355$. The last term of (15) is

$$\frac{0.04523\times0.03153}{2\times0.07676}\times0.355^2=0.00117 .$$

The spin-summed expression is $0.05723$, whereas $K_\uparrow+K_\downarrow=0.05606$; the two differ by this term.

### Boron: the energies

With these frozen orbitals, the sum of Hartree and exact exchange energies is the same for both states. To see why, separate the contributions of the $2p$ electron. Its Coulomb and exchange interactions with the $s$ electrons are expectation values of operators that commute with all rotations, and such operators have the same expectation value for every $m$ of a $p$ shell. Its Coulomb interaction with itself differs between the states, but exact exchange cancels that term. The kinetic energy and the attraction to the nucleus are also independent of $m$. A good exchange functional should preserve this degeneracy.

The Hartree and exact exchange energies follow from integrals over the Gaussian basis. The model energies were found by solving (16) by bisection at each point of a radial and angular grid and integrating. In hartree:

| | $2p_0$ | $2p_{+1}$ |
|---|---|---|
| Hartree | 11.19748 | 11.18996 |
| Exact exchange | −3.68321 | −3.67569 |
| Model, with current | −3.70742 | −3.69961 |
| Model, without current | −3.70742 | −3.69417 |

From $2p_0$ to $2p_{+1}$ the Hartree energy falls by $0.00752$ and exact exchange rises by the same amount. The model with current rises by $0.00781$, which leaves a false splitting of $0.0003$ hartree, or $0.008$ eV. Without the current it rises by $0.01325$, and the false splitting is $0.0057$ hartree, or $0.156$ eV. In the larger basis the Hartree energies fall by $0.015$ hartree, the exact exchange energies rise by $0.003$ and the model energies by $0.002$; the two splittings change from $0.29$ and $5.74$ to $0.31$ and $5.65$ mhartree.

The current term lowers the model energy of $2p_{+1}$ by $0.0054$ hartree and leaves $2p_0$ unchanged. In this example it reduces the false splitting by a factor of about twenty. The factor has no general meaning, because the remainder is a small difference of two much larger errors. With the Hartree–Fock orbitals of the ${}^2P$ state the splitting is $8.1$ mhartree without the current and $-0.05$ mhartree with it, so the remainder changes sign. The exchange energy of $2p_{+1}$ itself moves away from the exact value, from $0.018$ to $0.024$ hartree below it. Correct short-range behaviour does not fix the whole hole: the model still guesses its shape at larger $s$. At the point used above, the exact and model averaged holes are both $-0.04517$ at $s=0.05$ bohr, but $-0.0266$ and $-0.0229$ at $s=1$ bohr. With the current, the model exchange energies are about $0.024$ hartree below the exact ones in both states ($0.017$ with the ${}^2P$ Hartree–Fock orbitals), an error that nearly cancels in the splitting.

These energies describe exchange in a determinant. Interacting electrons also have a correlation hole, whose curvature (10) does not give. Orbitals whose spin direction varies in space are outside the derivation as well, because their exchange hole couples the two spin components.
